Total spin squared and spin contamination of an unrestricted Hartree–Fock determinant

**Result**

For a normalized determinant Φ with N_α spin-up and N_β spin-down electrons,

⟨S²⟩ = M(M+1) + N_β − Σ_ij |O_ij|²,  (1)

M = (N_α − N_β)/2,  O_ij = ⟨φ_i^α|φ_j^β⟩.

Here ħ = 1. The occupied spatial orbitals φ_i^α are orthonormal among themselves, as are the φ_j^β. The two sets are otherwise unrelated. The determinant need not solve any self-consistent equations, and M may have either sign.

For M ≥ 0 the spin contamination is the excess over the value for a pure state with S = M:

D = N_β − Σ_ij |O_ij|².  (2)

It measures how far the occupied β orbitals reach outside the space spanned by the occupied α orbitals. For M < 0, exchange the labels α and β before using (2).

**Reducing S² to a norm**

Let p label an orthonormal spatial basis, and let a†_pσ create an electron of spin σ in orbital p. The spin operators are

S₊ = Σ_p a†_pα a_pβ,  S₋ = (S₊)†,

S_z = ½ Σ_p (a†_pα a_pα − a†_pβ a_pβ).

With S_± = S_x ± iS_y and [S_x, S_y] = iS_z,

S₋S₊ = (S_x − iS_y)(S_x + iS_y)
= S_x² + S_y² + i[S_x, S_y]
= S_x² + S_y² − S_z.

Adding S_z² + S_z to both sides gives

S² = S₋S₊ + S_z(S_z + 1).

Each α electron contributes +½ to S_z and each β electron −½, so S_zΦ = MΦ. Since S₋ is the adjoint of S₊,

⟨S²⟩ = M(M+1) + ‖S₊Φ‖².  (3)

The last term cannot be negative. It remains to find what S₊ does to the determinant.

**Raising one β electron at a time**

For a spatial orbital f with components f_p, define a†_σ(f) = Σ_p f_p a†_pσ. The determinant is the product of the operators a†_α(φ_i^α) and a†_β(φ_j^β) acting on the vacuum. The anticommutation rules give

[a†_pα a_pβ, a†_qβ] = a†_pα (a_pβ a†_qβ + a†_qβ a_pβ) = δ_pq a†_pα.

Multiplying by f_q and summing over p and q,

[S₊, a†_β(f)] = a†_α(f),  [S₊, a†_α(f)] = 0.

S₊ also annihilates the vacuum. Moving it to the right through the product therefore gives one term for each β electron:

S₊Φ = Σ_j Φ_j.

In Φ_j the factor a†_β(φ_j^β) has been replaced, in the same position, by a†_α(φ_j^β). The spin has changed and the spatial orbital has not.

Split that orbital into its part in the occupied α space and a remainder:

φ_j^β = Σ_i φ_i^α O_ij + χ_j,

χ_j = (1 − P_α)φ_j^β,  P_α = Σ_i |φ_i^α⟩⟨φ_i^α|.

The first part would put a second α electron into an occupied α orbital, so the Pauli principle removes it. Only χ_j survives in Φ_j. Because χ_j is orthogonal to every occupied α orbital, ‖Φ_j‖² = ‖χ_j‖².

For j ≠ k, Φ_j lacks the β orbital φ_j^β, whereas Φ_k still contains it. Their β parts are built from different subsets of one orthonormal set, so ⟨Φ_j|Φ_k⟩ = 0. There are no cross terms:

‖S₊Φ‖² = Σ_j ‖χ_j‖²
= Σ_j ⟨φ_j^β|1 − P_α|φ_j^β⟩
= Σ_j (1 − Σ_i |O_ij|²)
= N_β − Σ_ij |O_ij|².

The second line uses (1 − P_α)² = 1 − P_α. Insertion into (3) proves (1).

For M < 0 the pure-spin reference is |M|(|M|+1). Since N_α = N_β + 2M,

M(M+1) + N_β = M² − M + N_α = |M|(|M|+1) + N_α.

The excess is then N_α − Σ|O_ij|², which is the stated exchange of labels.

**Evaluation in a nonorthogonal basis**

Let G be the overlap matrix of the basis functions and C^σ the matrix of occupied orbital coefficients, one column per orbital. Then

O = (C^α)† G C^β,  P^σ = C^σ (C^σ)†.

The sum of squared moduli is a trace:

Σ_ij |O_ij|² = Tr(O O†)
= Tr[(C^α)† G C^β (C^β)† G C^α]
= Tr(P^α G P^β G).  (4)

The last line moves C^α to the front by cyclic invariance. The conditions (C^σ)† G C^σ = 1 must hold. Fractional occupations violate the assumptions, because the density matrices then do not belong to a single determinant.

When D is small, (2) subtracts two nearly equal numbers, and an orthonormality error enters D directly. Summing the squared norms of the residuals χ_j avoids that subtraction.

**When contamination vanishes**

For M ≥ 0, D is a sum of squared norms. It is zero if and only if each occupied β orbital lies in the occupied α space. Then S₊Φ = 0 and S²Φ = M(M+1)Φ, so the whole wavefunction has pure spin, not merely the right expectation value.

Different α and β orbitals do not by themselves contaminate the state. A unitary mixing within either occupied set changes O to U†OV, which leaves Tr(OO†) unchanged. In a test with three α and two β electrons, the β orbitals were chosen inside the α space but different from each α orbital. The largest overlap modulus was 0.7065, yet ⟨S²⟩ was 0.75, the value for S = ½.

At the other extreme, if the two occupied spaces are orthogonal, D = N_β. Hence 0 ≤ D ≤ N_β for M ≥ 0.

**Corresponding orbitals and the single pair**

Write the singular value decomposition O = U diag(s_k) V†, with 0 ≤ s_k ≤ 1. Rotating the α orbitals by U and the β orbitals by V changes Φ by at most a phase. Each β orbital now overlaps with at most one α orbital, and for M ≥ 0

D = Σ_k (1 − s_k²).  (5)

The list of deficits 1 − s_k² shows whether contamination comes from one broken pair or from small changes in many pairs.

For one pair with spatial orbitals a and b, choose the phase so that ⟨a|b⟩ = s ≥ 0. The determinant is

Φ = [a(1)b(2) α(1)β(2) − b(1)a(2) β(1)α(2)]/√2.

Define the spin functions T = (αβ + βα)/√2 and Σ₀ = (αβ − βα)/√2, the triplet with M = 0 and the singlet. Then αβ = (T + Σ₀)/√2 and βα = (T − Σ₀)/√2, so that

Φ = ½(ab + ba)Σ₀ + ½(ab − ba)T.

The squared norms of ab ± ba are 2 ± 2s². The weights are therefore

w_0 = (1 + s²)/2,  w_1 = (1 − s²)/2.  (6)

Since S(S+1) = 2 for the triplet, ⟨S²⟩ = 2w_1 = 1 − s², in agreement with (5). At s = 1 the pair is a pure singlet. At s = 0 it is an equal mixture, and ⟨S²⟩ = 1 corresponds to no single spin state.

**Which spins enter, and with what weight**

Take M ≥ 0 and expand Φ in normalized spin eigenfunctions with weights w_S. A state with projection M must have S ≥ M, so

D = Σ_S w_S [S(S+1) − M(M+1)].  (7)

For S = M+1 the bracket is (M+1)(M+2) − M(M+1) = 2M+2, and for higher spins it is larger. Hence

1 − w_M ≤ D/(2M+2).  (8)

Equality holds when no spin above M+1 contributes. Thus D bounds the contaminated weight but does not determine it in general.

The weights follow from a rotation R(ω) = exp(−iωS_y). It conserves S, so different spin components do not mix:

⟨Φ|R(ω)|Φ⟩ = Σ_S w_S d^S_MM(ω).

The Wigner functions satisfy ∫ sin ω d^S_MM d^S′_MM dω = 2δ_SS′/(2S+1) over 0 ≤ ω ≤ π. Projection gives

w_S = (2S+1)/2 ∫ sin ω d^S_MM(ω) ⟨Φ|R(ω)|Φ⟩ dω.  (9)

For implementation, d^S_MM(ω) = cos^(2M)(ω/2) P_n^(0,2M)(cos ω), where P_n^(0,2M) is a Jacobi polynomial and n = S − M.

To obtain the rotated overlap, set c = cos(ω/2) and q = sin(ω/2). The rotation takes α to cα + qβ and β to cβ − qα. The overlap matrix of the occupied spin orbitals has diagonal blocks c times the unit matrix, upper right block −qO and lower left block qO†. In corresponding orbitals it separates into 2×2 blocks with determinant c² + q²s_k², plus a factor c for each unmatched α electron:

⟨Φ|R(ω)|Φ⟩ = c^(2M) Π_k (c² + q²s_k²).  (10)

With x = cos ω, the integrand of (9) is a polynomial in x of degree at most N_α + N_β. Gauss–Legendre quadrature with n_q nodes integrates it without quadrature error if 2n_q − 1 is at least this degree.

Equation (10) also shows that w_M > 0. For S = M the Jacobi polynomial is 1, and the integrand is positive for 0 < ω < π. A determinant with D > 0 is therefore a true mixture of spins; it cannot be a pure state of some higher spin.

**How exchange produces contamination in an open shell**

Start from a converged restricted open-shell determinant with real orbitals. Let c now denote a doubly occupied orbital, o a singly occupied α orbital and v a virtual orbital. The Fock matrices are

F^σ = h + J[P^α + P^β] − K[P^σ],

where h is the one-electron Hamiltonian and J and K are the Coulomb and exchange matrices. The two spin densities differ by the open-shell density, so

F^α − F^β = −K^open,  K^open_cv = Σ_o (co|ov).

Rotate orbital c of spin σ into c cos t + v sin t. To first order, its density changes by t(|c⟩⟨v| + |v⟩⟨c|), and the energy changes by 2tF^σ_cv. The restricted solution is stationary when both spins rotate together, which requires F^α_cv + F^β_cv = 0. Combined with the difference above,

F^α_cv = −½K^open_cv,  F^β_cv = +½K^open_cv.

Now rotate the α orbital by +t and the β orbital by −t:

dE/dt at t = 0 = 2F^α_cv − 2F^β_cv = −2K^open_cv.  (11)

If this element is nonzero, one sign of t lowers the energy. The α electron of the pair exchanges with the unpaired α electrons and its β partner does not, so the two prefer different spatial orbitals. This is spin polarization.

The overlap of the rotated partners is cos²t − sin²t = cos 2t. All other pairs are unchanged, hence

D = 1 − cos²2t = sin²2t ≈ 4t².  (12)

The energy gain begins at first order in t, the contamination at second order. Suppose the energy along this one coordinate is E(t) = E(0) − 2Kt + ½κt², with K = K^open_cv and κ > 0. Its minimum is at t = 2K/κ, with energy lowering 2K²/κ and D ≈ 16K²/κ². This estimate requires small t and neglects coupling to other rotations.

**A second route: breaking a closed-shell bond**

Without unpaired electrons K^open = 0, and the linear drive (11) is absent. Contamination can still appear when the restricted solution becomes unstable. Consider two electrons on two sites l and r, with hopping energy −τ (τ > 0) and on-site repulsion U. Let g = (l + r)/√2 and u = (l − r)/√2, with energies −τ and +τ, and take

a = g cos t + u sin t,  b = g cos t − u sin t.

Each electron has one-particle energy −τ cos 2t. Orbital a has population (1 + sin 2t)/2 on l and (1 − sin 2t)/2 on r; for b these are interchanged. The repulsion is

2U(1 + sin 2t)(1 − sin 2t)/4 = ½U cos²2t.

With s = cos 2t = ⟨a|b⟩,

E(s) = −2τs + ½Us².

For U ≤ 2τ the minimum on 0 ≤ s ≤ 1 is at s = 1, the restricted solution. For U > 2τ it is at s = 2τ/U, where

E = −2τ²/U,  D = 1 − 4τ²/U².

As the bond weakens relative to the repulsion, D tends to 1 and the electrons localize on different sites. The determinant avoids the ionic repulsion at the price of mixing in a triplet.

That price can be calculated. The Hamiltonian conserves spin, so E = w_0E_0 + w_1E_1, where E_0 and E_1 are the energies of the normalized spin components. The triplet has one electron per site and E_1 = 0, since the Pauli principle blocks hopping. With (6),

E_0 = E/w_0 = −4τ²U/(U² + 4τ²).

For U > 2τ this lies below the determinant energy, because w_0 < 1. The singlet component contains two configurations, g² and u², and this is the multireference character that a single spin-pure closed-shell determinant cannot represent.

**Worked example: O₂**

The bond length is set to 2.30 bohr (1.217 Å) and the basis is cc-pVDZ. The results are mean-field values in this finite basis, without correlation beyond the determinant or relativistic effects. The numerical output gives the full set of values.

The restricted triplet has N_α = 9, N_β = 7 and M = 1. Its overlap sum is 7, so D = 0 and ⟨S²⟩ = 2. It is nevertheless not stationary under separate α and β rotations. Among the orbitals of this calculation, the largest closed–virtual exchange element has modulus 0.11373 hartree. Mixing orbitals within the closed or the virtual space would change this value. In particular, the orientation of the degenerate π orbitals about the axis is arbitrary, so a repeated calculation can give a somewhat different number for the same ROHF state. For the pair chosen here, (11) predicts a slope of modulus

2 × 0.11373 = 0.22746 hartree/rad.

The finite-difference slope agrees, and for a common rotation it vanishes to the digits shown. At t = 0.1 rad, (12) gives D = sin²(0.2) = 0.0395, which spin projection confirms. This angle is a trial value, not the UHF minimum.

Relaxing α and β orbitals separately lowers the energy by 0.01985 hartree relative to the restricted triplet. The overlap sum becomes 6.966437:

D = 7 − 6.966437 = 0.033563,

⟨S²⟩ = 1 × 2 + 0.033563 = 2.033563.

Two equal deficits of 0.01271 supply 0.02542, about 76% of D. Their equality suggests a degenerate pair of π bonding orbitals, but the character of these corresponding orbitals was not examined. Bound (8) allows a contaminated weight of at most 0.033563/4 = 0.00839. The projected weight outside S = 1 is 0.00835, nearly all of it with S = 2. The state is therefore more than 99% triplet.

The second UHF determinant has N_α = N_β = 8 and M = 0. It was started with one π* electron of each spin in different π* orbitals. It is a converged stationary solution but a saddle point: its UHF orbital Hessian has a negative eigenvalue, so a lower M = 0 determinant exists. It serves here only to illustrate the spin content. Here

⟨S²⟩ = 0 + 8 − 6.980869 = 1.019131.

One deficit is 1.00000, so one corresponding pair has zero overlap to the digits shown. By (6), such a pair alone would give singlet and triplet weights of ½ each. The remaining 0.0191 of D comes from smaller deficits in other pairs. The full weights are 0.4968 for S = 0, 0.5000 for S = 1 and 0.0032 for S = 2. This determinant is not a slightly impure singlet; about half of it is triplet.

Its energy lies 0.02826 hartree, or 0.769 eV, above the UHF solution with M = 1. This is not the singlet–triplet gap. The determinant energy is the average Σ_S w_S E_S over its spin components, and about half of the weight is triplet.

It is tempting to undo the average by doubling the difference, but this is unreliable here. Doubling ignores the S = 2 part, whose small weight multiplies a large excitation energy. Each hartree by which that part lies above the triplet adds 0.0032 hartree, or 0.09 eV, to the average and twice as much to the doubled difference; its energy is not among the values given here. Doubling also assigns to the triplet component the energy of the separately optimized M = 1 determinant. A reliable value for the singlet component requires projecting the energy as well as the weights.

**Reading D in practice**

The quantity N_β − Σ|O_ij|² is additive for well-separated fragments whose occupied orbitals are localized on them, because O is then block diagonal. It equals the sum of the fragment contaminations only if every fragment has N_α ≥ N_β. A fragment with negative spin projection M_F adds a further 2|M_F|, even if it has pure spin by itself. When all fragments have N_α ≥ N_β, many weakly polarized ones can still produce a large total. The deficits in (5) distinguish this case from one strongly broken pair, and the weights in (9) show the spin mixture itself.

A small D guarantees a small contaminated weight through (8), but it does not guarantee an accurate energy. The restricted closed-shell solution of the two-site model has D = 0 for every U, although for U > 2τ it is no longer the determinant of lowest energy.

Computed results

```
Fock-space test, largest error in <S^2>: 3.1e-15
Contained beta space (3 alpha, 2 beta): <S^2> = 0.750000
  largest |alpha-beta overlap| there: 0.7065
O2 bond length: 2.30 bohr = 1.2171 angstrom
Basis: cc-pvdz, number of basis functions: 28
Largest closed-virtual |K_open|: 0.11373 hartree
|Energy slope|, opposite rotation: 0.22746 hartree/rad
|Energy slope|, common rotation: 0.00000 hartree/rad
Contamination at t = 0.1 rad: 0.039470
ROHF M=1: Na = 9, Nb = 7
  energy: -149.606076 hartree
  sum of squared overlaps: 7.000000
  contamination D: 0.000000
  <S^2> from overlaps: 2.000000
  <S^2> from spin projection: 2.000000
  1-s^2, largest four: 0.00000 0.00000 0.00000 0.00000
  1-s^2, the others: 0.00000 0.00000 0.00000
  weight of S = 1: 1.000000
  weight of S = 2: 0.000000
  weight of S = 3: 0.000000
UHF M=1: Na = 9, Nb = 7
  energy: -149.625927 hartree
  sum of squared overlaps: 6.966437
  contamination D: 0.033563
  <S^2> from overlaps: 2.033563
  <S^2> from spin projection: 2.033563
  1-s^2, largest four: 0.01271 0.01271 0.00640 0.00155
  1-s^2, the others: 0.00019 0.00000 0.00000
  weight of S = 1: 0.991647
  weight of S = 2: 0.008328
  weight of S = 3: 0.000025
UHF M=0: Na = 8, Nb = 8
  energy: -149.597666 hartree
  sum of squared overlaps: 6.980869
  contamination D: 1.019131
  <S^2> from overlaps: 1.019131
  <S^2> from spin projection: 1.019131
  1-s^2, largest four: 1.00000 0.00800 0.00800 0.00188
  1-s^2, the others: 0.00126 0.00000 0.00000 0.00000
  weight of S = 0: 0.496821
  weight of S = 1: 0.499994
  weight of S = 2: 0.003179
ROHF minus UHF energy, M=1: 0.019851 hartree
UHF energy, M=0 minus M=1: 0.028261 hartree = 0.7690 eV
```
